# Zero-point and thermal parts of the Debye B factor of aluminium: verification in Python

```python
# Result under test: the Debye-model B factor of a monatomic crystal,
#   B(T) = 6 h^2/(M k Theta) * (phi(x)/x + 1/4),   x = Theta/T,
#   phi(x) = (1/x) * integral_0^x t/(exp(t)-1) dt,
# with zero-point part 3 h^2/(2 M k Theta).
# M: atomic mass, Theta: Debye temperature, k: Boltzmann constant,
# h: Planck constant. B = 8 pi^2 <u^2>, u: displacement along one direction.
# The Bragg amplitude factor is exp(-B s^2), s = sin(theta)/lambda.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from pyscf.data import elements

mass_u = float(elements.MASSES[13])      # aluminium, atomic number 13
theta_debye = 400.0                      # K, rounded model input
temperatures = (0.0, 100.0, 300.0)       # K
s_example = 0.5                          # 1/angstrom
mass_kg = mass_u * const.atomic_mass


def debye_integral(x):
    return quad(lambda t: t / np.expm1(t), 0.0, x,
                epsabs=1e-12, epsrel=1e-12)[0]


def thermal_bracket(temp, theta=theta_debye):
    """phi(x)/x, which is zero at T = 0."""
    if temp == 0.0:
        return 0.0
    x = theta / temp
    return debye_integral(x) / x**2


def prefactor(theta=theta_debye):
    """6 h^2/(M k Theta) in square angstrom, from SI constants."""
    return 6 * const.h**2 / (mass_kg * const.k * theta) * 1e20


def b_factor(temp, theta=theta_debye):
    return prefactor(theta) * (thermal_bracket(temp, theta) + 0.25)


# Test: two coupled quantum oscillators (hbar = M = k = 1), diagonalized
# in a product basis, against the normal-mode sum and the Gaussian average.
n_basis, coupling, temp_model, q_model = 24, 0.6, 0.7, 1.5
off_diagonal = np.sqrt(np.arange(1, n_basis) / 2)
position = np.diag(off_diagonal, 1) + np.diag(off_diagonal, -1)
unit = np.eye(n_basis)
x1, x2 = np.kron(position, unit), np.kron(unit, position)
single = np.diag(np.arange(n_basis) + 0.5)
hamiltonian = (np.kron(single, unit) + np.kron(unit, single)
               + 0.5 * coupling * (x1 - x2) @ (x1 - x2))
energy, states = np.linalg.eigh(hamiltonian)
weight = np.exp(-(energy - energy[0]) / temp_model)
weight /= weight.sum()


def thermal_mean(operator):
    return np.sum(weight * np.sum(states * (operator @ states), axis=0))


mode_freq = np.array([1.0, np.sqrt(1 + 2 * coupling)])
mode_sum = np.mean(1 / (2 * mode_freq * np.tanh(mode_freq / (2 * temp_model))))
direct_square = thermal_mean(x1 @ x1)
assert abs(direct_square - mode_sum) < 1e-6
points, vectors = np.linalg.eigh(position)
cosine = (vectors * np.cos(q_model * points)) @ vectors.T
direct_phase = thermal_mean(np.kron(cosine, unit))
b_model = 8 * np.pi**2 * mode_sum
s_model = q_model / (4 * np.pi)
assert abs(direct_phase - np.exp(-b_model * s_model**2)) < 1e-6


# Test: explicit sum over wavevectors in a sphere, in atomic units.
def sphere_average(function, radius):
    c = np.arange(radius) + 0.5          # one octant, by symmetry
    k2 = c[:, None, None]**2 + c[None, :, None]**2 + c[None, None, :]**2
    k = np.sqrt(k2[k2 < radius**2])
    k_debye = (3 * 8 * k.size / (4 * np.pi))**(1 / 3)  # fixed by mode count
    return np.mean(function(k / k_debye))


def extrapolated_average(function):
    # the grid error near k = 0 falls as 1/radius
    return 2 * sphere_average(function, 100) - sphere_average(function, 50)


hartree = const.physical_constants["Hartree energy"][0]
bohr = const.physical_constants["Bohr radius"][0] * 1e10   # angstrom
mass_au = mass_kg / const.m_e
omega_debye = const.k * theta_debye / hartree
b_sum = {}
for temp in temperatures:
    kt = const.k * temp / hartree

    def mode_square(y, kt=kt):
        omega = omega_debye * y
        factor = 1.0 if kt == 0 else 1 / np.tanh(omega / (2 * kt))
        return factor / (2 * mass_au * omega)

    b_sum[temp] = 8 * np.pi**2 * extrapolated_average(mode_square) * bohr**2
    assert abs(b_sum[temp] / b_factor(temp) - 1) < 2e-3

# Test: classical modes, <Q^2> = kT/(M omega^2), give the bracket 1/x.
kt_300 = const.k * 300.0 / hartree
classical_sum = 8 * np.pi**2 * bohr**2 * extrapolated_average(
    lambda y: kt_300 / (mass_au * (omega_debye * y)**2))
b_classical = prefactor() * 300.0 / theta_debye
assert abs(classical_sum / b_classical - 1) < 2e-3

# Test: hand expansions and the low-temperature law against quadrature.
x_100, x_300 = theta_debye / 100.0, theta_debye / 300.0
exp_terms = [np.exp(-n * x_100) * (x_100 / n + 1 / n**2) for n in (1, 2, 3)]
integral_100 = np.pi**2 / 6 - sum(exp_terms)
assert abs(integral_100 - debye_integral(x_100)) < 1e-6
series_terms = [1 / x_300, x_300 / 36, -x_300**3 / 3600]
bracket_series = sum(series_terms)
series_error = thermal_bracket(300.0) + 0.25 - bracket_series
assert 0 < series_error < x_300**5 / 211680    # first omitted term
x_cold = theta_debye / 10.0
assert abs(thermal_bracket(10.0) * 6 * x_cold**2 / np.pi**2 - 1) < 1e-8

# Worked example.
b_zero = prefactor() * 0.25
print(f"Al atomic mass = {mass_u:.3f} u = {mass_au:.1f} electron masses")
print(f"Debye temperature (input) = {theta_debye:.0f} K")
print(f"k Theta = {const.k * theta_debye / const.e:.6f} eV")
print(f"hbar^2/M = {const.hbar**2 / mass_kg / const.e * 1e20:.5e} eV A^2")
print(f"24 pi^2 = {24 * np.pi**2:.3f}")
print(f"prefactor 6h^2/(M k Theta) = {prefactor():.4f} A^2")
print(f"zero-point part of B = {b_zero:.4f} A^2")
print("100 K: x = %.4f, pi^2/6 = %.6f" % (x_100, np.pi**2 / 6))
print("100 K: exponential terms n=1,2,3 = %.6f %.6f %.6f" % tuple(exp_terms))
print(f"100 K: integral from expansion = {integral_100:.6f}")
print(f"100 K: low-T estimate of phi/x = {np.pi**2 / (6 * x_100**2):.5f}")
print(f"300 K: x = {x_300:.4f}")
print("300 K: series terms = %.6f %.6f %.6f" % tuple(series_terms))
print(f"300 K: bracket from series = {bracket_series:.6f}")
for temp in temperatures:
    thermal = thermal_bracket(temp)
    b_total = b_factor(temp)
    rms = np.sqrt(b_total / (8 * np.pi**2))
    intensity = np.exp(-2 * b_total * s_example**2)
    print(f"T = {temp:.0f} K: phi/x = {thermal:.5f}, bracket = {thermal + 0.25:.5f}")
    if temp > 0:
        print(f"  phi = {thermal * theta_debye / temp:.5f}")
    print(f"  B = {b_total:.4f} A^2 = {b_total / bohr**2:.4f} bohr^2")
    print(f"  thermal part of B = {prefactor() * thermal:.4f} A^2")
    print(f"  zero-point share of B = {100 * b_zero / b_total:.1f} %")
    print(f"  rms displacement, one direction = {rms:.4f} A")
    print(f"  intensity factor at s = {s_example} 1/A: {intensity:.4f}")
    print(f"  B from explicit wavevector sum = {b_sum[temp]:.4f} A^2")
    print(f"  B for Theta = 380 K, 420 K: {b_factor(temp, 380.0):.4f}, "
          f"{b_factor(temp, 420.0):.4f} A^2")
print(f"300 K: classical B = {b_classical:.4f} A^2")
print(f"300 K: classical B / Debye B = {b_classical / b_factor(300.0):.4f}")
print(f"300 K: wrong sum classical + zero-point = {b_classical + b_zero:.4f} A^2")
print(f"coupled oscillators: <x^2> direct {direct_square:.6f}, "
      f"modes {mode_sum:.6f} (model units)")
print("all good")
```

Printed output:

```
Al atomic mass = 26.982 u = 49184.3 electron masses
Debye temperature (input) = 400 K
k Theta = 0.034469 eV
hbar^2/M = 1.54927e-04 eV A^2
24 pi^2 = 236.871
prefactor 6h^2/(M k Theta) = 1.0646 A^2
zero-point part of B = 0.2662 A^2
100 K: x = 4.0000, pi^2/6 = 1.644934
100 K: exponential terms n=1,2,3 = 0.091578 0.000755 0.000009
100 K: integral from expansion = 1.552592
100 K: low-T estimate of phi/x = 0.10281
300 K: x = 1.3333
300 K: series terms = 0.750000 0.037037 -0.000658
300 K: bracket from series = 0.786379
T = 0 K: phi/x = 0.00000, bracket = 0.25000
  B = 0.2662 A^2 = 0.9505 bohr^2
  thermal part of B = 0.0000 A^2
  zero-point share of B = 100.0 %
  rms displacement, one direction = 0.0581 A
  intensity factor at s = 0.5 1/A: 0.8754
  B from explicit wavevector sum = 0.2662 A^2
  B for Theta = 380 K, 420 K: 0.2802, 0.2535 A^2
T = 100 K: phi/x = 0.09704, bracket = 0.34704
  phi = 0.38815
  B = 0.3695 A^2 = 1.3194 bohr^2
  thermal part of B = 0.1033 A^2
  zero-point share of B = 72.0 %
  rms displacement, one direction = 0.0684 A
  intensity factor at s = 0.5 1/A: 0.8313
  B from explicit wavevector sum = 0.3695 A^2
  B for Theta = 380 K, 420 K: 0.3994, 0.3435 A^2
T = 300 K: phi/x = 0.53640, bracket = 0.78640
  phi = 0.71520
  B = 0.8372 A^2 = 2.9898 bohr^2
  thermal part of B = 0.5711 A^2
  zero-point share of B = 31.8 %
  rms displacement, one direction = 0.1030 A
  intensity factor at s = 0.5 1/A: 0.6580
  B from explicit wavevector sum = 0.8372 A^2
  B for Theta = 380 K, 420 K: 0.9236, 0.7629 A^2
300 K: classical B = 0.7985 A^2
300 K: classical B / Debye B = 0.9537
300 K: wrong sum classical + zero-point = 1.0646 A^2
coupled oscillators: <x^2> direct 0.622181, modes 0.622181 (model units)
all good
```
